# Inverse-Square Gap Law for Near-Field Heat Flux Between Polar Dielectrics

## Result

Two identical, parallel, nonmagnetic half-spaces with permittivity $\varepsilon(\omega)$ are held at temperatures $T_1>T_2$ across a vacuum gap $d$. In the nonretarded local limit the net evanescent heat flux per area is

$$
q=\frac{C}{d^2},\qquad
C=\frac{1}{4\pi^2}\int_0^\infty d\omega\,[\Theta(\omega,T_1)-\Theta(\omega,T_2)]\,F(\omega),
$$

$$
F=\frac{\operatorname{Im}r\;\operatorname{Im}\mathrm{Li}_2(r^2)}{2\operatorname{Re}r},\qquad
r=\frac{\varepsilon-1}{\varepsilon+1},\qquad
\Theta(\omega,T)=\frac{\omega}{e^{\omega/T}-1}.
$$

The accessible wavevectors $k$ parallel to the surfaces extend to a scale $1/d$. This gives $1/d^2$ under two further conditions: the wavevector has two components, so the number of channels per area grows as $k^2$, and the transmission of a channel depends on $k$ and $d$ through $kd$ alone. The second condition holds because $r$ does not depend on $k$.

Hartree atomic units are used, with $4\pi\varepsilon_0=1$, $k_B=1$ and time factor $e^{-i\omega t}$. The permittivity is taken as isotropic, passive and independent of temperature. Each body is in equilibrium at its own temperature, and the fluctuation sources in the two bodies are uncorrelated.

## Reflection of a static potential

Body 1 fills $z<0$ and body 2 fills $z>d$. If retardation is neglected, the field is $\mathbf E=-\nabla\phi$ with $\phi=\operatorname{Re}[\Phi(z)e^{i\mathbf k\cdot\mathbf x-i\omega t}]$. In each homogeneous region $\nabla^2\phi=0$, so $\Phi$ is a combination of $e^{kz}$ and $e^{-kz}$.

Let a potential $b\,e^{kz}$ from sources at positive $z$ meet body 1 alone. Outside, $\Phi=b\,e^{kz}+b'e^{-kz}$; inside, $\Phi=t\,e^{kz}$, which decays into the body. Continuity of $\Phi$ and of $\varepsilon\,\partial_z\Phi$ gives

$$
b+b'=t,\qquad b-b'=\varepsilon t
\quad\Rightarrow\quad b'=\frac{1-\varepsilon}{1+\varepsilon}\,b=-r\,b .
$$

Locality enters here: $\varepsilon$ depends on $\omega$ but not on $k$, so $r$ contains no length.

## Thermal noise outside one body

Place a test charge sheet $\sigma e^{i\mathbf k\cdot\mathbf x-i\omega t}$ at $z_0>0$. In vacuum its potential is $(2\pi\sigma/k)e^{-k|z-z_0|}$, whose slope jumps by $-4\pi\sigma$ as Poisson's equation requires. The part incident on body 1 has $b=(2\pi\sigma/k)e^{-kz_0}$. The reflected potential at the sheet is therefore $-r(2\pi\sigma/k)e^{-2kz_0}$.

The coupling energy is $+\int\sigma\phi$. Linear response uses the form $-\int f\phi$, so $f=-\sigma$, and the reflected part of the susceptibility is $\chi=r(2\pi/k)e^{-2kz_0}$. The direct vacuum part is real and produces no noise. The fluctuation-dissipation theorem states that the symmetrized noise spectrum is $\coth(\omega/2T)\operatorname{Im}\chi$. The body's own noise outside has the form $a\,e^{-kz}$, so the factor $e^{-2kz_0}$ belongs to its squared profile and

$$
S_a(k,\omega)=\frac{2\pi}{k}\coth\!\left(\frac{\omega}{2T}\right)\operatorname{Im}r .
$$

The normalization is $\langle\phi^2\rangle=\int\frac{d^2k}{(2\pi)^2}\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,S_a e^{-2kz}$.

## Round trips and energy flux

With both bodies present and noise from body 1 only, write $\Phi=Ae^{-kz}+Be^{kz}$ in the gap. At body 1, $A=a-rB$. At body 2 the incident amplitude is $Ae^{-kd}$ and the reflected one is $Be^{kd}=-rAe^{-kd}$. Hence

$$
B=-r e^{-2kd}A,\qquad A=\frac{a}{1-r^2e^{-2kd}} .
$$

The total current $\mathbf J+\partial_t\mathbf E/4\pi$ has no divergence, by charge conservation and Gauss's law. Therefore

$$
\nabla\!\cdot\!\left[\phi\left(\mathbf J+\frac{\partial_t\mathbf E}{4\pi}\right)\right]
=-\mathbf E\cdot\mathbf J-\partial_t\frac{E^2}{8\pi},
$$

which identifies the bracket as the energy flux. In the gap $\mathbf J=0$, and the time average of its $z$ component is

$$
\langle S_z\rangle=-\frac{1}{4\pi}\langle\phi\,\partial_t\partial_z\phi\rangle
=-\frac{\omega}{8\pi}\operatorname{Im}(\Phi^*\partial_z\Phi).
$$

In $\Phi^*\partial_z\Phi$ the terms in $|A|^2$ and $|B|^2$ are real. The cross terms are $k(A^*B-B^*A)=2ik\operatorname{Im}(A^*B)$. Thus

$$
\langle S_z\rangle=-\frac{\omega k}{4\pi}\operatorname{Im}(A^*B)
=\frac{\omega k}{4\pi}|A|^2e^{-2kd}\operatorname{Im}r .
$$

A single decaying wave carries no energy across the gap; the flux along $z$ needs the wave returned by an absorbing second body.

The mean square of a real wave of amplitude $A$ is $|A|^2/2$, so for noise $|A|^2$ becomes $2S_A$, where $S_A=S_a/|1-r^2e^{-2kd}|^2$. The flux per channel, for frequencies of both signs, is

$$
\frac{\omega k}{2\pi}\,\frac{2\pi}{k}\coth\!\left(\frac{\omega}{2T_1}\right)
\frac{(\operatorname{Im}r)^2e^{-2kd}}{|1-r^2e^{-2kd}|^2}
=\frac{\omega}{4}\coth\!\left(\frac{\omega}{2T_1}\right)\mathcal T,
$$

$$
\mathcal T=\frac{4(\operatorname{Im}r)^2e^{-2kd}}{|1-r^2e^{-2kd}|^2}.
$$

This is even in $\omega$, so integrating over positive frequencies alone doubles it. Since $\frac{\omega}{2}\coth\frac{\omega}{2T}=\frac{\omega}{2}+\Theta(\omega,T)$, and the reverse flux follows by mirror symmetry with $T_2$, the zero-point terms cancel:

$$
q=\int_0^\infty\frac{d\omega}{2\pi}[\Theta(\omega,T_1)-\Theta(\omega,T_2)]
\int_0^\infty\frac{k\,dk}{2\pi}\,\mathcal T(\omega,k).
$$

The factor $k\,dk/2\pi$ is $d^2k/(2\pi)^2$ after the angular integral. The formula for $\mathcal T$ was tested by a different route, with fluctuating dipoles summed over the depth of body 1 and Joule heating summed over the depth of body 2. At fifteen combinations of $\omega$ and $kd$ the largest relative difference was $7\times10^{-12}$.

## Which wavevectors are accessible

Set $u=e^{-2kd}$. Since $\operatorname{Re}r^2=|r|^2-2(\operatorname{Im}r)^2$,

$$
|1-ur^2|^2=1-2u\operatorname{Re}r^2+u^2|r|^4
=(1-u|r|^2)^2+4u(\operatorname{Im}r)^2 .
$$

Consequently

$$
\mathcal T=\frac{4u(\operatorname{Im}r)^2}{(1-u|r|^2)^2+4u(\operatorname{Im}r)^2}\le1 .
$$

For an absorbing body, equality requires $u=1/|r|^2$, or

$$
k_*=\frac{\ln|r|}{d}\qquad(|r|>1).
$$

The condition $|r|>1$ means $|\varepsilon-1|>|\varepsilon+1|$, which is $\operatorname{Re}\varepsilon<0$. A polar dielectric meets it, when damping is weak, between its transverse and longitudinal optical frequencies. If $|r|\le1$, the ratio $(1-u|r|^2)^2/u$ grows as $u$ falls, so $\mathcal T$ decreases steadily with $k$.

When $|r|^2e^{-2kd}\ll1$, that is, $kd-\ln|r|\gg1$, the denominator $|1-r^2e^{-2kd}|^2$ is close to 1 and the transmission falls as $4(\operatorname{Im}r)^2e^{-2kd}$. The cutoff is thus a number divided by $d$; the material sets the number, through a logarithm near resonance.

## Scaling and the wavevector integral

With $x=kd$, $k\,dk=x\,dx/d^2$, and $\mathcal T$ depends on $x$ and $\omega$ only. Hence

$$
\int_0^\infty\frac{k\,dk}{2\pi}\mathcal T=\frac{F(\omega)}{2\pi d^2},\qquad
F(\omega)=\int_0^\infty x\,\mathcal T\,dx ,
$$

and the $1/d^2$ law follows at each frequency. With a one-component wavevector the same substitution would give $1/d$.

To evaluate $F$, let $w=r^2$ and $u=e^{-2x}$. Then

$$
\operatorname{Im}\frac{1}{1-wu}=\frac{u\operatorname{Im}w}{|1-wu|^2},\qquad
\operatorname{Im}w=2\operatorname{Re}r\operatorname{Im}r,
$$

so that

$$
\mathcal T=\frac{2\operatorname{Im}r}{\operatorname{Re}r}\operatorname{Im}\frac{1}{1-wu}
=\frac{2\operatorname{Im}r}{\operatorname{Re}r}\operatorname{Im}\frac{wu}{1-wu}.
$$

The last form differs inside the imaginary part by the real number 1. Because $\frac{d}{dx}\ln(1-wu)=2wu/(1-wu)$, integration by parts gives

$$
\int_0^\infty x\,\frac{wu}{1-wu}\,dx
=-\frac12\int_0^\infty\ln(1-wu)\,dx
=-\frac14\int_0^1\frac{\ln(1-wu)}{u}\,du
=\frac14\mathrm{Li}_2(w).
$$

The boundary terms vanish: the logarithm is finite at $x=0$ and decays as $e^{-2x}$ at large $x$. The middle step uses $dx=-du/2u$. The final integral defines $\mathrm{Li}_2$ for all $w$ off the real ray $w\ge1$, so $|r|>1$ needs no special treatment with the principal logarithm. Multiplication by $2\operatorname{Im}r/\operatorname{Re}r$ gives the stated $F$.

Two limits are useful in code:

- For $|r|\ll1$, $\mathrm{Li}_2(r^2)\approx r^2$ and $F\approx(\operatorname{Im}r)^2$. Multiple reflections are negligible.
- For $r\to ib$ with real $b$, the quotient has the form $0/0$. From $\mathrm{Li}_2'(w)=-\ln(1-w)/w$ and $\operatorname{Im}r^2=2b\operatorname{Re}r$, one finds $F\to\ln(1+b^2)$. This should replace the quotient when $\operatorname{Re}r$ is too small for stable division.

A library may define its dilogarithm with argument $1-w$; the convention must be checked. The frequency grid must resolve the damping width.

## Retardation and the other polarization

The law requires that the channels carrying the flux have wavevectors large compared with $\omega/c$ and $\sqrt{|\varepsilon|}\,\omega/c$. Channels below that scale are not described by the static $r$; they matter most at frequencies where $F$ is small, away from the surface resonance. To test this, retain retardation and define

$$
\kappa=\sqrt{k^2-\omega^2/c^2},\qquad
\kappa_m=\sqrt{\kappa^2+(1-\varepsilon)\omega^2/c^2},\quad\operatorname{Re}\kappa_m>0 .
$$

For s polarization the field is $E_y$. Continuity of $E_y$ and its slope gives $r_s$; for p polarization, continuity of $H_y$ and $\varepsilon^{-1}\partial_zH_y$ gives $r_p$:

$$
r_s=\frac{\kappa-\kappa_m}{\kappa+\kappa_m},\qquad
r_p=\frac{\varepsilon\kappa-\kappa_m}{\varepsilon\kappa+\kappa_m}.
$$

A test dipole sheet $p$ along $y$ produces the reflected field $(2\pi\omega^2/c^2\kappa)\,r_s\,p\,e^{-\kappa(z+z_0)}$. The noise amplitude therefore has spectrum $(2\pi\omega^2/c^2\kappa)\coth(\omega/2T)\operatorname{Im}r_s$. Faraday's law gives $H_x=(ic/\omega)\partial_zE_y$, and the mean Poynting flux is

$$
\langle S_z\rangle=\frac{c^2}{8\pi\omega}\operatorname{Im}(E_y^*\partial_zE_y)
=\frac{c^2\kappa}{4\pi\omega}|A|^2e^{-2\kappa d}\operatorname{Im}r_s .
$$

Here $B=+r_se^{-2\kappa d}A$, since $r_s$ is defined without the minus sign of the potential. Replacing $|A|^2$ by $2S_A$ again gives $\frac{\omega}{4}\coth(\omega/2T)\,\mathcal T$, now with $r\to r_s$ and $k\to\kappa$ in the exponentials. The exchange symmetry of electric and magnetic fields in vacuum, with magnetic test dipoles, gives the same result for p waves with $r_p$. At fixed $\omega$, $k\,dk=\kappa\,d\kappa$, and evanescent waves cover $0<\kappa<\infty$.

At large $\kappa$, $\kappa_m\approx\kappa+(1-\varepsilon)\omega^2/(2c^2\kappa)$. Hence $r_p\to r$, whereas

$$
r_s\approx\frac{(\varepsilon-1)\omega^2}{4c^2\kappa^2}.
$$

As $d\to0$, the s-wave integrand $\kappa\mathcal T_s$ falls as $\kappa^{-3}$, and $\mathcal T_s\le1$ elsewhere. The s flux stays finite although its exponential cutoff also moves out as $1/d$. Wider access to wavevectors is therefore insufficient without a reflection coefficient that persists at large $k$. Finite does not mean small. In a good metal $r\approx1$, $\operatorname{Im}r$ is small and so is $C$: for a Drude permittivity with plasma frequency 0.331 and damping 0.00129 hartree, at the temperatures used below and $d=20$ bohr, the s flux is about a thousand times $C/d^2$, although $d\sqrt{|\varepsilon|}\,\omega/c\approx0.05$ at thermal frequencies. For such a metal the $1/d^2$ law does not describe the flux even at this gap.

## Worked example

Take the model permittivity

$$
\varepsilon(\omega)=\varepsilon_\infty\frac{\omega_L^2-\omega^2-i\gamma\omega}{\omega_T^2-\omega^2-i\gamma\omega}
$$

with $\varepsilon_\infty=4$, $\omega_T=0.0020$, $\omega_L=0.0026$ and $\gamma=0.00004$ hartree. The temperatures are 0.0010 and 0.0009 hartree (315.8 and 284.2 K), and the gap is 200 bohr (10.58 nm).

Without damping, $\varepsilon=-1$ at

$$
\omega_s=\sqrt{\frac{\varepsilon_\infty\omega_L^2+\omega_T^2}{\varepsilon_\infty+1}}
=\sqrt{\frac{4(0.0026)^2+(0.0020)^2}{5}}=0.002492\ \text{hartree}.
$$

With damping, $r=0.600+8.862i$ there, so $\ln|r|=2.184$ and $k_*=2.184/200=0.01092$ bohr$^{-1}$. The closed formula gives $F=4.374$; the imaginary-$r$ limit, $\ln(1+8.862^2)\approx4.376$, is already close. The effective number of channels per area is $4.374/(2\pi\,200^2)=1.74\times10^{-5}$ bohr$^{-2}$.

The frequency integral gives $C=5.202\times10^{-10}$ atomic units, with 99% from frequencies between $\omega_T$ and $\omega_L$. Therefore

$$
q=\frac{5.202\times10^{-10}}{200^2}=1.301\times10^{-14}\ \text{atomic units}
=8.37\times10^5\ \mathrm{W/m^2}.
$$

For scale, two polarizations with unit transmission for all $k<\omega/c$ give the blackbody flux $\pi^2(T_1^4-T_2^4)/(60c^2)=3.01\times10^{-18}$ atomic units. The near-field result is about 4300 times larger.

The retarded evanescent flux exceeds the law by 0.02%, 0.07% and 0.29% of the law's value at 100, 200 and 400 bohr. Its median $\kappa$, below which half the flux is carried, satisfies $\kappa d=1.806$, 1.805 and 1.803: the wavevector scale follows the inverse gap. Over the same range the fitted two-point exponent of $1/d$ is 1.998. The s-wave exponent between 100 and 200 bohr is only 0.009.

The small excess is nearly independent of the gap. At 200 bohr it is $(1.30159-1.30062)\times10^{-14}=9.7\times10^{-18}$ atomic units, of which s waves supply $5.2\times10^{-18}$ and retardation in p waves the rest. Almost all of it comes from frequencies outside the band between $\omega_T$ and $\omega_L$. If this excess is held constant, it reaches 1% of $C/d^2$ at

$$
d\approx\sqrt{\frac{0.01\times5.2\times10^{-10}}{9.7\times10^{-18}}}\approx730\ \text{bohr}.
$$

This is an estimate for these parameters and for evanescent waves only; propagating waves add about $2.7\times10^{-18}$ and move the 1% point to about 660 bohr. The computed evanescent excess is 4.2% at 1600 bohr. At 20000 bohr the retarded evanescent flux is 3.7 times the law, although $c/\omega_s=55000$ bohr is still larger than the gap. A gap merely below $c/\omega_s$ is thus not sufficient.

## Failure at very small gaps

The local result diverges as $d\to0$ because it assigns the same $r$ to arbitrarily short wavelengths. A simple model of the missing physics removes all channels with $k>K$. When $Kd\to0$, every remaining channel has $u\to1$. Using $\operatorname{Im}r=2\operatorname{Im}\varepsilon/|\varepsilon+1|^2$ and $1-r^2=4\varepsilon/(\varepsilon+1)^2$,

$$
\mathcal T\to\frac{4(\operatorname{Im}r)^2}{|1-r^2|^2}
=\left(\frac{\operatorname{Im}\varepsilon}{|\varepsilon|}\right)^2,
$$

$$
q\to\frac{K^2}{8\pi^2}\int_0^\infty d\omega\,[\Theta(\omega,T_1)-\Theta(\omega,T_2)]
\left(\frac{\operatorname{Im}\varepsilon}{|\varepsilon|}\right)^2 .
$$

The flux becomes independent of $d$. For the example's permittivity the local exponent of $1/d$ is 2.000 at $Kd=20$, 0.041 at $Kd=0.5$ and 0.003 at $Kd=0.02$. The sharp cap shows why locality is needed; it does not predict the nonlocal response of a real surface. There, $r(\omega,k)$ must be computed, and contact, tunneling of electrons and vibrational coupling across the gap may add channels absent from this model.

## Computed values

```
high-frequency permittivity: 4.0
transverse frequency: 0.0020 hartree
longitudinal frequency: 0.0026 hartree
damping: 0.00004 hartree
hot temperature: 0.0010 hartree = 315.8 K
cold temperature: 0.0009 hartree = 284.2 K
main gap: 200 bohr = 10.58 nm
speed of light: 137.036 atomic units
surface resonance: 0.002492 hartree
c / surface resonance: 55000 bohr
permittivity there: -0.9898+0.2252j
reflection r there: 0.6000+8.8618j, |r| = 8.8821
ln|r| there: 2.1840
best wavevector at main gap: 0.010920 bohr^-1
F at surface resonance: 4.3740
channels per area there: 1.7403e-05 bohr^-2
prefactor C: 5.20247e-10 atomic units
share of C between TO and LO: 98.95 percent
law flux at main gap: 1.30062e-14 atomic units
law flux at main gap: 8.37131e+05 W/m^2
blackbody net flux: 3.0124e-18 atomic units
law flux / blackbody net flux: 4317.6
retarded evanescent results (atomic units):
gap 100 bohr: flux 5.20346e-14, flux/law 1.00019
  s flux 5.2517e-18, median kappa 1.8061e-02 bohr^-1, times gap 1.8061
gap 200 bohr: flux 1.30159e-14, flux/law 1.00075
  s flux 5.2197e-18, median kappa 9.0273e-03 bohr^-1, times gap 1.8055
gap 400 bohr: flux 3.26104e-15, flux/law 1.00292
  s flux 5.1685e-18, median kappa 4.5075e-03 bohr^-1, times gap 1.8030
gap 1600 bohr: flux 2.11816e-16, flux/law 1.04229
  s flux 4.8930e-18, median kappa 1.0990e-03 bohr^-1, times gap 1.7585
gap 20000 bohr: flux 4.83458e-18, flux/law 3.71714
  s flux 2.1896e-18, median kappa 3.0096e-05 bohr^-1, times gap 0.6019
gap exponent, 100 to 400 bohr: 1.99803
s-wave gap exponent, 100 to 200 bohr: 0.0088
exponent with cap*gap = 0.02: 0.0034
exponent with cap*gap = 0.50: 0.0409
exponent with cap*gap = 20.00: 2.0000
largest relative error, dipole noise: 6.8e-12
largest relative error, closed F: 5.1e-13
```
